# Two-mode phonon conductivity with repopulation, compared with diagonal relaxation rates

## The question

A crystal carries heat along one axis through two bundles of phonon modes, with angular frequencies $\omega_1$ and $\omega_2=2\omega_1$. Each bundle $i$ has a time-reversed partner with the same frequency and opposite velocity. There are thus four states, $1+,\,1-,\,2+,\,2-$, with velocities $v_1,-v_1,v_2,-v_2$ along the axis. The label $\pm$ names the partner and not the direction of travel, so $v_2$ may be negative. Each state stands for $\rho$ modes per unit volume, all with the same mean occupation.

Collisions turn two quanta of bundle 1 into one of bundle 2, and back. The rate constant is $A$ if the label is kept ($1{+}+1{+}\leftrightarrow2+$, $1{-}+1{-}\leftrightarrow2-$) and $B$ if it is reversed ($1{+}+1{+}\leftrightarrow2-$, $1{-}+1{-}\leftrightarrow2+$). Both are model parameters; the selection of wave vectors inside the bundles is not resolved. The forward minus backward rate of one channel is its constant times

$$R(n_1,n_2)=n_1^2(n_2+1)-(n_1+1)^2n_2 .$$

The temperature gradient $G=dT/dz$ is small and uniform, and the response is taken to first order in $G$.

## Part (a): from four states to two

**Write $\kappa$ in terms of a symmetric collision matrix, and reduce the problem to a $2\times2$ matrix. Why does energy conservation not make that matrix singular?**

**Answer.** Let $n_i$ now denote the equilibrium occupation and put $s_i^2=n_i(n_i+1)$. Write the deviation of state $\lambda$ as $\delta n_\lambda=s_\lambda f_\lambda$, and define $\Omega$ by

$$\left(\frac{d\,\delta n_\lambda}{dt}\right)_{\rm coll}=-s_\lambda\sum_\mu\Omega_{\lambda\mu}f_\mu .$$

Part (b) shows that $\Omega$ is symmetric. In the steady state, drift balances collisions:

$$v_\lambda G\,\frac{\partial n_\lambda}{\partial T}=-s_\lambda\sum_\mu\Omega_{\lambda\mu}f_\mu .$$

The Bose function gives $\partial n/\partial T=s^2\hbar\omega/(k_BT^2)$. The heat capacity per mode is therefore $C=\hbar\omega\,\partial n/\partial T=(\hbar\omega)^2s^2/(k_BT^2)$, so that $\hbar\omega s=T\sqrt{k_BC}$. Dividing the balance by $s_\lambda$ and using $s\hbar\omega/(k_BT^2)=\sqrt C/(T\sqrt{k_B})$,

$$\sum_\mu\Omega_{\lambda\mu}f_\mu=-\frac{G}{T\sqrt{k_B}}\,u_\lambda,\qquad u_\lambda=v_\lambda\sqrt{C_\lambda}.$$

The heat flux is

$$J=\rho\sum_\lambda\hbar\omega_\lambda v_\lambda s_\lambda f_\lambda=\rho\,T\sqrt{k_B}\sum_\lambda u_\lambda f_\lambda .$$

The factors $T\sqrt{k_B}$ cancel, and $J=-\kappa G$ gives $\kappa=\rho\,u^T\Omega^{-1}u$.

The inverse needs care. Collisions conserve energy, so a uniform temperature rise, $f_\lambda\propto\sqrt{C_\lambda}$, does not relax and $\Omega$ is singular. But $\sum_\lambda u_\lambda\sqrt{C_\lambda}=\sum_\lambda v_\lambda C_\lambda=0$, because partners cancel. The gradient does not drive this vector, and adding any amount of it to $f$ leaves $J$ unchanged.

The drive is $u=(u_1,-u_1,u_2,-u_2)$, odd under exchange of partners. Since $\Omega$ is unchanged by that exchange, the response has the same form. Taking out the common prefactor, write $f=-\dfrac{G}{T\sqrt{k_B}}\,F$ with $F=(F_1,-F_1,F_2,-F_2)$, so that $\Omega F=u$ and $\kappa=\rho\,u^TF$. There is no element between a state and its own partner here, so row $1+$ of $\Omega F$ reads

$$\Omega_{1+,1+}F_1+(\Omega_{1+,2+}-\Omega_{1+,2-})F_2 .$$

With $\Gamma_i=\Omega_{i+,i+}$ and $g=-(\Omega_{1+,2+}-\Omega_{1+,2-})$, the problem becomes

$$W\begin{pmatrix}F_1\\F_2\end{pmatrix}=\begin{pmatrix}u_1\\u_2\end{pmatrix},\qquad W=\begin{pmatrix}\Gamma_1&-g\\-g&\Gamma_2\end{pmatrix},\qquad \kappa=2\rho\,(u_1F_1+u_2F_2).$$

The factor 2 counts the partners. The energy vector is even under the exchange, so its zero eigenvalue lies outside $W$. Two literal modes without partners, exchanging energy with each other alone, would have a singular matrix; the two-mode problem is meaningful as the odd sector of four states.

## Part (b): the matrix elements

**Find $\Gamma_1$, $\Gamma_2$ and $g$ for the stated collisions.**

**Answer.** The cubic terms of $R$ cancel:

$$R=n_1^2n_2+n_1^2-n_1^2n_2-2n_1n_2-n_2=n_1^2-n_2-2n_1n_2 .$$

Hence $\partial R/\partial n_1=2(n_1-n_2)$ and $\partial R/\partial n_2=-(1+2n_1)$. Each event removes two quanta from bundle 1 and adds one to bundle 2, so

$$\frac{d\,\delta n_{1+}}{dt}=-4(A+B)(n_1-n_2)\,\delta n_{1+}+2(1+2n_1)(A\,\delta n_{2+}+B\,\delta n_{2-}),$$

$$\frac{d\,\delta n_{2+}}{dt}=2(n_1-n_2)(A\,\delta n_{1+}+B\,\delta n_{1-})-(A+B)(1+2n_1)\,\delta n_{2+}.$$

In equilibrium $R=0$, since $n/(n+1)=e^{-\hbar\omega/k_BT}$ and $\omega_2=2\omega_1$. This gives

$$n_2=\frac{n_1^2}{1+2n_1},\qquad n_2+1=\frac{(n_1+1)^2}{1+2n_1},\qquad s_2=\frac{s_1^2}{1+2n_1},$$

$$n_1-n_2=\frac{n_1(1+2n_1)-n_1^2}{1+2n_1}=\frac{s_1^2}{1+2n_1}.$$

Inserting $\delta n=sf$ multiplies the element from $\mu$ to $\lambda$ by $s_\mu/s_\lambda$. The two elements joining $1+$ and $2+$ become

$$\Omega_{1+,2+}=-2A(1+2n_1)\frac{s_2}{s_1}=-2As_1,\qquad \Omega_{2+,1+}=-2A(n_1-n_2)\frac{s_1}{s_2}=-2As_1 .$$

They are equal, as symmetry demands. In the same way $\Omega_{1+,2-}=-2Bs_1$. The result is

$$\Gamma_1=\frac{4(A+B)s_1^2}{1+2n_1},\qquad \Gamma_2=(A+B)(1+2n_1),\qquad g=2(A-B)s_1 .$$

The diagonal rates depend on $A+B$, the total scattering. Repopulation depends on $A-B$, because quanta delivered to $2+$ and to $2-$ have opposite effects on the odd part. Since $\Gamma_1\Gamma_2=4(A+B)^2s_1^2$,

$$r\equiv\frac{g}{\sqrt{\Gamma_1\Gamma_2}}=\frac{A-B}{A+B},$$

and $|r|<1$ as long as both channels are open.

## Part (c): exact and diagonal conductivity

**For general $\Gamma_1,\Gamma_2>0$ and $|r|<1$, find $\kappa$, the value $\kappa_D$ obtained by deleting the off-diagonal elements, and their ratio. Find also the lifetime $\tau_i=F_i/u_i$ that each mode effectively has.**

**Answer.** Inverting the matrix,

$$F_1=\frac{\Gamma_2u_1+g\,u_2}{\Gamma_1\Gamma_2-g^2},\qquad F_2=\frac{\Gamma_1u_2+g\,u_1}{\Gamma_1\Gamma_2-g^2},$$

$$\kappa=2\rho\,\frac{\Gamma_2u_1^2+\Gamma_1u_2^2+2g\,u_1u_2}{\Gamma_1\Gamma_2-g^2}.$$

Divide numerator and denominator by $\Gamma_1\Gamma_2$ and set $x_i=u_i/\sqrt{\Gamma_i}$. Then $g\,u_1u_2/(\Gamma_1\Gamma_2)=r\,x_1x_2$, and

$$\kappa=2\rho\,\frac{x_1^2+x_2^2+2r\,x_1x_2}{1-r^2},\qquad \kappa_D=2\rho\,(x_1^2+x_2^2).$$

With $c=2x_1x_2/(x_1^2+x_2^2)$, which lies between $-1$ and $1$,

$$\boxed{\frac{\kappa}{\kappa_D}=\frac{1+rc}{1-r^2}}$$

For the lifetimes, divide $F_1$ by $u_1$, and use $g\,u_2/(\Gamma_2u_1)=r\,x_2/x_1$:

$$\tau_1=\frac{1}{\Gamma_1}\,\frac{1+r\,x_2/x_1}{1-r^2},\qquad \tau_2=\frac{1}{\Gamma_2}\,\frac{1+r\,x_1/x_2}{1-r^2}.$$

The denominator expresses repeated exchange: what leaves mode 1 for mode 2 may return. The term $rc$ records whether the quanta handed over carry heat the same way as before.

## Part (d): which is larger, and by how much?

**When does the diagonal calculation underestimate $\kappa$? For fixed $x_1,x_2$, find the smallest possible $\kappa/\kappa_D$.**

**Answer.** Subtracting one,

$$\frac{\kappa}{\kappa_D}-1=\frac{r(r+c)}{1-r^2}.$$

The diagonal value is too low if $r(r+c)>0$ and too high if $r(r+c)<0$. When $r$ and $c$ have the same sign, repopulation raises $\kappa$. When their signs differ, it lowers $\kappa$ for $0<|r|<|c|$ and raises it for $|r|>|c|$.

For the minimum, differentiate with respect to $r$:

$$\frac{d}{dr}\frac{1+rc}{1-r^2}=\frac{c(1-r^2)+2r(1+rc)}{(1-r^2)^2}=\frac{c+2r+cr^2}{(1-r^2)^2}.$$

Multiplying the last numerator by $x_1^2+x_2^2$ lets it factorize:

$$2x_1x_2(1+r^2)+2r(x_1^2+x_2^2)=2(x_1+r\,x_2)(x_2+r\,x_1).$$

Take $|x_1|>|x_2|$. The first factor has no zero for $|r|<1$; the second vanishes at $r^*=-x_2/x_1$. The product has the sign of $x_1(x_2+r\,x_1)$, which is negative below $r^*$ and positive above it, so this is the minimum. There

$$\frac{\kappa}{\kappa_D}=\frac{x_1^2+x_2^2-2x_2^2}{(x_1^2+x_2^2)(1-x_2^2/x_1^2)}=\frac{x_1^2}{x_1^2+x_2^2}.$$

The factor $x_2+r\,x_1$ is also the numerator of $\tau_2$. At the minimum the weaker mode carries no heat, and $\kappa$ equals the diagonal contribution of the stronger mode alone.

The minimum exceeds $1/2$ because $x_1^2>x_2^2$. In the borderline case $x_2=-x_1$, $c=-1$ and the ratio is $(1-r)/(1-r^2)=1/(1+r)$, which approaches $1/2$ as $r\to1$ without reaching it; $x_2=x_1$ gives the mirror image, with $r\to-1$. Two-mode repopulation can therefore lower $\kappa$ relative to $\kappa_D$ only by less than a factor of two, while the enhancement has no upper limit.

## Part (e): numbers

**Take frequencies of 2.50 and 5.00 THz, $T=300$ K, $\rho=5.00\times10^{27}$ m⁻³, $A=0.0160$ ps⁻¹, $B=0.0040$ ps⁻¹ and $v_1=4000$ m/s. Compare case P, $v_2=2000$ m/s, with case N, $v_2=-2000$ m/s.**

**Answer.** The Bose function gives $n_1=2.034$ and $n_2=0.816$, and the heat capacities are $C_1=1.362\times10^{-23}$ and $C_2=1.309\times10^{-23}$ J/K. From part (b),

$$\Gamma_1=0.0974\ \text{ps}^{-1},\quad \Gamma_2=0.1013\ \text{ps}^{-1},\quad g=0.0596\ \text{ps}^{-1},\quad r=\frac{0.012}{0.020}=0.6 .$$

The diagonal contributions do not depend on the sign of $v_2$:

$$2\rho\frac{v_1^2C_1}{\Gamma_1}=\frac{10^{28}\times1.6\times10^{7}\times1.362\times10^{-23}}{9.74\times10^{10}}\ \frac{\text{W}}{\text{m K}}=22.4\ \frac{\text{W}}{\text{m K}},$$

and likewise 5.17 W/(m K) for mode 2. Thus $\kappa_D=27.5$ W/(m K) in both cases. The ratio of the $x_i$ is $|x_2/x_1|=\sqrt{5.168/22.38}=0.481$, so $c=\pm2(0.481)/(1+0.481^2)=\pm0.781$.

$$\text{P:}\quad\frac{\kappa}{\kappa_D}=\frac{1+0.6(0.781)}{1-0.36}=2.29,\qquad \kappa=63.2\ \text{W/(m K)},$$

$$\text{N:}\quad\frac{\kappa}{\kappa_D}=\frac{1-0.6(0.781)}{1-0.36}=0.83,\qquad \kappa=22.9\ \text{W/(m K)}.$$

One collision matrix, with one pair of diagonal rates, makes the diagonal value less than half the exact one in case P and about 20% above the exact one in case N. The rates alone cannot tell the two apart.

The effective lifetimes show where the difference arises:

| | $\tau_1$ (ps) | $\tau_2$ (ps) | mode 1, W/(m K) | mode 2, W/(m K) |
|---|---|---|---|---|
| diagonal | 10.3 | 9.9 | 22.4 | 5.2 |
| P | 20.7 | 34.7 | 45.1 | 18.2 |
| N | 11.4 | −3.8 | 24.9 | −2.0 |

In case N mode 2 carries heat towards the hot side. Let heat flow towards positive $z$. State $1+$ is then overpopulated, since it arrives from the hot side. State $2+$ has negative velocity and arrives from the cold side, so its own drive depletes it. Repopulation from $1+$ fills it, and wins if $r>|x_2/x_1|$; here $0.6>0.481$. The negative $\tau_2$ is a ratio of response to drive and not a decay time. The eigenvalues of $W$, 0.040 and 0.159 ps⁻¹, are both positive, so every odd disturbance decays and the total $\kappa$ is positive.

By part (d), the smallest ratio in case N is $22.38/27.55=0.812$, at $r^*=0.481$. The ratio returns to one at $r=0.781$ and is 1.56 at $r=0.9$.

## Part (f): iterating from the diagonal solution

**Start from $F_i=u_i/\Gamma_i$ and repeatedly insert the latest $F$ into the off-diagonal terms. How does the conductivity converge?**

**Answer.** The iteration is $F_1\leftarrow(u_1+gF_2)/\Gamma_1$ and $F_2\leftarrow(u_2+gF_1)/\Gamma_2$, both right-hand sides using the old values. With $y_i=\sqrt{\Gamma_i}\,F_i$ it becomes

$$y\leftarrow x+r\,Xy,\qquad X=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

After $m$ iterations from $y=x$, $y^{(m)}=\sum_{j=0}^{m}r^jX^jx$. The conductivity is $2\rho\,x^Ty$. Since $X^2=1$, even powers give $x^Tx=x_1^2+x_2^2$ and odd powers give $x^TXx=2x_1x_2$. Hence

$$\frac{\kappa^{(m)}}{\kappa_D}=1+cr+r^2+cr^3+\dots\quad(\text{up to }r^m).$$

The error is the omitted tail. Removing two more terms from it leaves the same series multiplied by $r^2$, so the error shrinks by $r^2$, here 0.36, every two iterations. The values for $m=0$ to $4$, in W/(m K), are

- P: 27.5, 40.5, 50.4, 55.0, 58.6, tending to 63.2;
- N: 27.5, 14.6, 24.6, 19.9, 23.5, tending to 22.9.

In case P all terms are positive and the values rise steadily. In case N the odd terms are negative. In units of $\kappa_D$ the omitted tail is $r^{m+1}(c+r)/(1-r^2)$ after an even $m$ and $r^{m+1}(1+cr)/(1-r^2)$ after an odd $m$. The first has the sign of $r(c+r)$, and the second is positive. Here $c<0<r<|c|$, so the first is negative and the values swing about the limit. The first iteration there is worse than none: its error is 8.2 W/(m K), against 4.7 W/(m K) at the start. One correction step is thus no safe measure of the error of the diagonal result.

## Part (g): closing one channel

**What happens to $\kappa$ as $B\to0$, and as $A\to0$, with $A+B$ fixed?**

**Answer.** The diagonal rates and $\kappa_D$ stay fixed, while $r\to1$ or $r\to-1$. Partial fractions separate the two limits:

$$\frac{1+rc}{1-r^2}=\frac{(1+c)/2}{1-r}+\frac{(1-c)/2}{1+r}.$$

Recombining the right side gives $[(1+c)(1+r)+(1-c)(1-r)]/[2(1-r^2)]$, whose numerator is $2+2rc$, as required.

As $B\to0$, $\kappa$ diverges as $\kappa_D(1+c)/[2(1-r)]$, unless $c=-1$. The coefficient $(1+c)/2$ is 0.890 in case P and 0.110 in case N. The cause is a conservation law. With $B=0$, every event trades two quanta of one label for one quantum of bundle 2 with the same label, so

$$(n_{1+}-n_{1-})+2(n_{2+}-n_{2-})$$

cannot relax. The gradient feeds this quantity without limit, and no steady state exists. The diagonal calculation misses this, because it counts each transfer as a loss and ignores the arrival. For $c=-1$ the drive does not feed the conserved quantity, and the ratio tends to $1/2$.

As $A\to0$ the conserved quantity is the same expression with a minus sign before the 2, and $\kappa$ diverges as $\kappa_D(1-c)/[2(1+r)]$, unless $c=1$. The roles of cases P and N are then exchanged.

Two restrictions remain. If a collision also joined a state to its own partner, $\Gamma_i$ in $W$ would become $\Omega_{i+,i+}-\Omega_{i+,i-}$; the diagonals of $W$ and of $\Omega$ would differ, and one would have to say which of them defines $\kappa_D$. And the bound of one half was derived for two modes, so it may not be carried over to a full phonon spectrum without a new proof.
